The dielectric theorem: static Hartree-Fock polarizability from the RPA sum

**1. Result and conditions**

Let Φ₀ be a Hartree-Fock (HF) determinant with real orbitals, and let F be a real, Hermitian one-electron operator. Let ω_n and ⟨0|F|n⟩ be the excitation energies and transition elements of the random-phase approximation with exchange (RPA, here the same as linearized time-dependent HF). Then

m₋₁ ≡ Σ_n |⟨0|F|n⟩|²/ω_n = f·(A+B)⁻¹f = α/2.  (1)

Here α = −d²E/dλ² at λ = 0, and E(λ) is the HF energy of the Hamiltonian H + λF. The vector f has the elements f_ia = ⟨i|F|a⟩, with i, j occupied and a, b virtual spin orbitals. The matrices are

A_ia,jb = δ_ij δ_ab (ε_a − ε_i) + ⟨aj||ib⟩,
B_ia,jb = ⟨ab||ij⟩,  (2)

with orbital energies ε and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩. Both are real and symmetric. I abbreviate

P = A + B, M = A − B.

The proof assumes that P and M are positive definite in the symmetry block reached by F, and that the finite-field solution keeps the same symmetry restrictions. The value of m₋₁ is then fixed by P and f, although each ω_n also depends on M. To compute α one solves a single linear equation, P x = f, and needs no excitation energies.

The basis may be finite, provided that it does not change with the field. Both sides must use the same integrals, the same exchange and the same set of active orbitals. An orbital frozen in the RPA must be frozen in the finite-field calculation too.

**2. The energy of a rotated determinant**

The one-particle density matrix ρ of a determinant fixes its energy:

E[ρ] = Σ_pq h_pq ρ_qp + ½ Σ_pqrs ⟨pq||rs⟩ ρ_rp ρ_sq.  (3)

Every determinant near Φ₀ is obtained by a rotation exp(K) with K_ai = κ_ia and K_ia = −κ*_ia, the other elements being zero. Its density matrix is

ρ = e^K ρ₀ e^(−K) = ρ₀ + [K,ρ₀] + ½[K,[K,ρ₀]] + …

Since ρ₀ is one on occupied orbitals and zero on virtual ones, the first-order part ρ₁ = [K,ρ₀] has the elements

(ρ₁)_ai = κ_ia, (ρ₁)_ia = κ*_ia.

The second-order part ρ₂ = ½[K,ρ₁] is a product of two matrices that connect occupied with virtual orbitals, so it has only occupied-occupied and virtual-virtual elements:

(ρ₂)_ij = −Σ_a κ*_ia κ_ja, (ρ₂)_ab = Σ_i κ_ia κ*_ib.

Now insert ρ = ρ₀ + δ into (3). The part linear in δ contains the Fock matrix, which is diagonal with elements ε_p, and equals Σ_p ε_p δ_pp. The matrix ρ₁ has no diagonal elements, so there is no first-order energy; this is Brillouin's theorem. The matrix ρ₂ contributes

Σ_ia (ε_a − ε_i)|κ_ia|².

The part quadratic in δ needs ρ₁ twice. Each factor is either a κ or a κ*, which gives four terms:

½ Σ [⟨ij||ab⟩ κ_ia κ_jb + ⟨ab||ij⟩ κ*_ia κ*_jb + ⟨aj||ib⟩ κ*_ia κ_jb + ⟨ib||aj⟩ κ_ia κ*_jb].

The last two are equal: ⟨ib||aj⟩ = ⟨bi||ja⟩, and exchanging the labels (i,a) and (j,b) turns the fourth term into the third. For real orbitals ⟨ij||ab⟩ = ⟨ab||ij⟩. Therefore, to second order,

E = E₀ + κ†Aκ + ½(κᵀBκ + κ†Bκ*).

Write κ = u + iη with real u and η. The cross terms i(u·Aη − η·Au) vanish because A is symmetric, and the B part is the real part of κᵀBκ, which is u·Bu − η·Bη. Hence

E = E₀ + u·P u + η·M η.  (4)

P is the stiffness of the determinant against real rotations, which change its real density matrix. M is the stiffness against imaginary rotations, which give the orbitals currents.

**3. The static response**

The perturbation adds λ Σ_pq F_pq ρ_qp. For real F, its expansion is

λ⟨F⟩₀ + λ Σ_ia f_ia(κ_ia + κ*_ia) + O(λκ²) = λ⟨F⟩₀ + 2λ f·u + O(λκ²).

The amplitudes will turn out proportional to λ, so the remainder is of third order. The energy to be minimized is

E(u,η,λ) = E₀ + λ⟨F⟩₀ + 2λ f·u + u·P u + η·M η.  (5)

A real field does not push on η, and since M is positive the minimum lies at η = 0. This is the physical reason why M drops out. Setting the derivative with respect to u to zero gives 2λf + 2Pu = 0, so

u = −λ P⁻¹f.  (6)

Inserted into (5), the linear term gives −2λ² f·P⁻¹f and the quadratic term gives +λ² f·P⁻¹f. Their sum is −λ² f·P⁻¹f, whose second derivative is −2 f·P⁻¹f. With the definition of α,

α = 2 f·P⁻¹f.  (7)

The induced expectation value gives the same result. To first order it is 2f·u = −2λ f·P⁻¹f = −αλ. This agrees with the Hellmann-Feynman theorem, dE/dλ = ⟨F⟩, which holds because the HF energy is stationary in the orbitals.

**4. The sum over RPA modes**

The RPA equations and normalization are

AX + BY = ωX, BX + AY = −ωY, X·X − Y·Y = 1.

Adding and subtracting the two equations, with Z = X + Y and W = X − Y, gives

P Z = ω W, M W = ω Z, Z·W = 1.  (8)

The transition element is defined with the excitation operator O† = Σ (X_ia a†i − Y_ia i†a), where orbital letters stand for their creation and annihilation operators. RPA evaluates the commutator in Φ₀:

⟨0|F|n⟩ = ⟨Φ₀|[F,O†_n]|Φ₀⟩ = Σ_ia (F_ia X_ia + F_ai Y_ia) = f·Z_n.  (9)

The second term enters with a plus sign because the minus sign in O† meets the minus sign of the commutator. The last step uses F_ai = F_ia for a real operator.

We need a complete set of modes, including the case of degenerate energies. The matrix P^½ M P^½ is symmetric and positive definite. It therefore has orthonormal eigenvectors t_n, as many as there are occupied-virtual pairs, with eigenvalues ω_n² > 0. Define

Z_n = ω_n^½ P^(−½) t_n, W_n = ω_n^(−½) P^½ t_n.  (10)

Then PZ_n = ω_n^½ P^½ t_n = ω_n W_n. The eigenvalue equation, multiplied from the left by P^(−½), reads M P^½ t_n = ω_n² P^(−½) t_n, so MW_n = ω_n Z_n. Both equations in (8) hold. Moreover Z_m·W_n = (ω_m/ω_n)^½ t_m·t_n = δ_mn.

Collect the Z_n and the W_n as columns of two square matrices. The last relation says that the transpose of the first is the inverse of the second. The product of a square matrix and its inverse is the unit matrix in either order, so

Σ_n Z_n W_nᵀ = 1.  (11)

Replace W_n by PZ_n/ω_n and use the symmetry of P:

Σ_n (Z_n Z_nᵀ/ω_n) P = 1, hence Σ_n Z_n Z_nᵀ/ω_n = P⁻¹.  (12)

Multiplying by f from both sides and using (9) gives m₋₁ = f·P⁻¹f. Comparison with (7) proves (1).

**5. What depends on M, and what does not**

A single occupied-virtual pair shows the cancellation. With numbers a and b in place of A and B, P = a + b, M = a − b and ω = [(a+b)(a−b)]^½. From (8), Z² = ω/(a+b). The squared transition element is f²ω/(a+b), and division by ω leaves f²/(a+b). Lowering M lowers the excitation energy and the strength in the same proportion.

In general, (10) gives for each mode

|⟨0|F|n⟩|²/ω_n = (f·P^(−½)t_n)².  (13)

M only determines the orthonormal directions t_n along which the fixed vector P^(−½)f is resolved. The sum of the squares is its squared length, whatever the directions.

The energy-weighted sum behaves differently. From (8), Σ_n ω_n Z_n Z_nᵀ = Σ_n M W_n Z_nᵀ = M, where the last step uses the transpose of (11). Thus

m₊₁ ≡ Σ_n ω_n |⟨0|F|n⟩|² = f·M f.  (14)

This sum depends on M and not on P.

In the Tamm-Dancoff approximation B is dropped, and the same sum becomes f·A⁻¹f. Since A = ½(P + M), this mixes the stiffness against currents into the response to a real static field. In general it is therefore not half the HF polarizability, although the two values can coincide for a particular f when the effects of B cancel in the sum.

**6. Imaginary operators**

Momentum is Hermitian but imaginary in a real basis. Put F = −i∂/∂z and p_ia = ⟨i|∂/∂z|a⟩, so that F_ia = −ip_ia and F_ai = +ip_ia. The linear term in the energy is

λ Σ_ia (−ip_ia κ_ia + ip_ia κ*_ia) = 2λ p·η.

This field pushes on η alone. Minimizing 2λp·η + η·Mη as in Section 3 gives the static response 2p·M⁻¹p. On the side of the sum, the second form of (9) gives ⟨0|F|n⟩ = −ip·W_n. The transpose of (11) with Z_n = MW_n/ω_n gives Σ_n W_n W_nᵀ/ω_n = M⁻¹. The theorem holds again, with M in the place of P. An implementation that solves with P or M alone must therefore choose the matrix by the reality of the operator.

**7. Closed and open shells**

Let i, j, a, b now denote real spatial orbitals, and let (pq|rs) be the repulsion between the charge distributions pq and rs. For pairs that conserve spin, with spins σ and τ, integration over spin gives

⟨aj||ib⟩ = (ia|jb) − δ_στ (ij|ab),
⟨ab||ij⟩ = (ia|jb) − δ_στ (ib|ja).

Therefore

P_σia,τjb = δ_στ [δ_ij δ_ab(ε_a − ε_i) − (ij|ab) − (ib|ja)] + 2(ia|jb).  (15)

Pairs that flip a spin have a different total spin projection and do not mix with these. For an unrestricted open-shell determinant, (15) is used with separate orbitals for the two spins, and (1) and (7) stay as they are.

In a closed shell both spins have the same orbitals, and P separates into the combinations (up + down)/√2 and (up − down)/√2. In the first, the term 2(ia|jb) is counted twice; in the second it cancels:

P_singlet = δ_ij δ_ab(ε_a − ε_i) + 4(ia|jb) − (ij|ab) − (ib|ja),
P_triplet = δ_ij δ_ab(ε_a − ε_i) − (ij|ab) − (ib|ja).  (16)

In M the term (ia|jb) cancels between A and B, so M is the same for both: δ_ij δ_ab(ε_a − ε_i) − (ij|ab) + (ib|ja). A spin-independent F has the vector (f, f), which is √2 f in the singlet combination and zero in the triplet. With the spatial vector f,

m₋₁ = 2 f·P_singlet⁻¹f, α = 4 f·P_singlet⁻¹f.  (17)

The factor 4 is the 2 of (7) times the 2 from the two spins.

**8. Solving the equation, and where it fails**

For a trial vector x, consider J(x) = 2f·x − x·Px. With the solution x₀ = P⁻¹f, completing the square gives

J(x) = f·P⁻¹f − (x − x₀)·P(x − x₀).  (18)

Evaluating α as 2J(x), or as 4J(x) with the spatial quantities of (17), makes its error quadratic in the error of x. Because P is positive, the result never exceeds α. A truncated sum over modes never exceeds α/2, since every term in (13) is non-negative. It equals α/2 if only modes with a zero transition element are left out.

Two kinds of soft mode must be distinguished.

- If an eigenvalue of P tends to zero while the component of f along its eigenvector tends to a nonzero value, α diverges. The determinant is about to become unstable towards a real distortion that the field can drive, and the linear response loses its meaning. If that eigenvalue is exactly zero but f has no component along its eigenvector, the equation can be solved in the space orthogonal to it.
- If an eigenvalue of M tends to zero while P stays positive, some ω_n tends to zero, but by (13) its contribution to m₋₁ stays finite. Discarding that mode from an explicit sum can then remove a finite part of α. The linear equation has no such difficulty.

**9. Example: the barium atom**

The free Ba atom was treated with restricted HF in the def2-TZVP basis with its effective core potential. Ten electrons are explicit. They fill 5 of 40 orbitals, so there are 5 × 35 = 175 spatial pairs and as many singlet modes. The operator is F = z and λ is the field strength, so the electronic dipole is −⟨z⟩ and its slope is +α. All values are in atomic units (a.u.) unless stated otherwise.

*Finite field.* The HF equations were solved self-consistently at four field strengths. At ±0.00025 the dipole is ±0.0814090, and at ±0.00050 it is ±0.1628189. The slopes are

0.0814090/0.00025 = 325.636, 0.1628189/0.00050 = 325.638.

The atom has inversion symmetry, so the dipole is odd in the field and the leading error of the slope is quadratic in the field strength. It is four times larger at the double step, and is removed by (4 × 325.636 − 325.638)/3 = 325.635.

The energy gives an independent reading. It is −25.0948949629 hartree without field and −25.0949356675 hartree at ±0.00050, a lowering of 4.07046 × 10⁻⁵ hartree. As the energy changes by −αλ²/2,

α ≈ 2 × 4.07046 × 10⁻⁵/(0.00050)² = 325.637.

The same extrapolation, with the energies at ±0.00025, again gives 325.635.

*RPA.* Diagonalizing the RPA equations and summing over all modes gives m₋₁ = 162.818, and twice this is 325.635. Solving the linear equation with P_singlet gives α = 325.635 directly, or 48.25 cubic ångström. These digits serve to compare routes within one model. The model leaves out electron correlation, spin-orbit coupling and the response of the removed core, and its basis is incomplete, so they are not the accuracy for a real Ba atom. The basis alone shifts α by about half a percent: with the same core potential it is 326.9 in def2-QZVP, and 327.3 when that set is uncontracted and given extra diffuse s, p and d functions.

*The dominant excitation.* One degenerate group of modes at 0.08213 hartree has a total squared transition element of 12.7176. It contributes 12.7176/0.08213 ≈ 154.85, or 95.1 percent of m₋₁. Its energy is less than half the gap between the highest occupied and lowest virtual orbitals, 0.01512 + 0.16248 = 0.17760 hartree. The group is threefold, and 99 percent of its weight goes from the highest occupied s orbital into the lowest virtual p shell, so it is the 6s → 6p excitation. Its energy and share depend on the basis: 0.0814 hartree and 95.0 percent in def2-QZVP, 0.0809 hartree and 93.3 percent in the uncontracted, augmented set.

*Changing M.* When M is replaced by the diagonal matrix of orbital-energy differences, with P kept, m₋₁ remains 162.818. The energy-weighted sum m₊₁ changes from 6.198 to 10.985, as (14) allows.

*Dropping B.* The Tamm-Dancoff sum is 205.448. Twice this value, 410.895, exceeds the HF polarizability by 26 percent of the latter.

*The imaginary operator.* For −i∂/∂z in a closed shell, the spin factor of (17) gives m₋₁ = 2p·M⁻¹p and a static response 4p·M⁻¹p, with the spatial vector p. The sum over modes and 2p·M⁻¹p both give m₋₁ = 4.303. No finite-field calculation was made for this operator.

*Stability.* The lowest eigenvalues, in hartree, are 0.07708 for P_singlet, 0.04911 for M and 0.00012 for P_triplet. The first two belong to the block reached by F and are positive, so the conditions of Section 1 are met; they stay near 0.076 and 0.048 in the larger bases. The triplet value is very close to zero and its sign is not converged: it is −0.0030 in def2-QZVP, where the restricted determinant is unstable towards a spin-polarized one. Only in def2-TZVP and smaller sets is it stable, and here barely, against real rotations that are opposite for the two spins. The electric field does not drive them, and the α of the restricted solution is unaffected. A perturbation of opposite sign for the two spins could drive them, and along any direction with this lowest eigenvalue P⁻¹ is about 1/0.00012 ≈ 8000 hartree⁻¹, a number that holds for this basis only. For F = z the vector f has no triplet component, so no such direction enters f·x. Solving with the spin-orbital matrix (15) gives the same α as the singlet block to within a relative 10⁻⁸.
